# Debugging a numerical check: Five halides on a sphere: the square pyramid as pseudorotation barrier

```python
# RESULT UNDER TEST: five unit charges on a sphere of radius r repel with energy
# u/r (atomic units). The optimised square pyramid (SP) lies about 0.0090/r above
# the trigonal bipyramid (TBP) and is the saddle for Berry pseudorotation.
# Symbols: theta = apex-centre-base angle of SP; alpha, beta = polar angles of the
# two opposite ligand pairs, measured from the pivot ligand; kappa = coefficient
# of delta^2 in u for alpha = theta + delta, beta = theta - delta.
import numpy as np
from scipy import constants as const
from scipy.optimize import leastsq, minimize, minimize_scalar

PAIR_I, PAIR_J = np.triu_indices(5, 1)


def repulsion(points):
    return np.sum(1 / np.linalg.norm(points[PAIR_I] - points[PAIR_J], axis=1))


def shape(alpha, beta):
    sa, ca, sb, cb = np.sin(alpha), np.cos(alpha), np.sin(beta), np.cos(beta)
    return np.array([[0, 0, 1], [sa, 0, ca], [-sa, 0, ca],
                     [0, sb, cb], [0, -sb, cb]], dtype=float)


def sphere_gradient(flat):
    """Gradient of u(x/|x|) with respect to the 15 Cartesian coordinates."""
    x = flat.reshape(5, 3)
    length = np.sqrt((x * x).sum(axis=1))[:, None]
    n = x / length
    diff = n[:, None, :] - n[None, :, :]
    dist2 = (diff * diff).sum(axis=2) + np.eye(5)
    g = -(diff / dist2[:, :, None]**1.5).sum(axis=1)
    g -= (g * n).sum(axis=1)[:, None] * n
    return (g / length).ravel()


def hessian_eigenvalues(points):
    h, x = 1e-5, points.ravel()
    rows = [(sphere_gradient(x + h * e) - sphere_gradient(x - h * e)) / (2 * h)
            for e in np.eye(15)]
    matrix = np.array(rows)
    return np.linalg.eigvalsh((matrix + matrix.T) / 2)


# ---- derived formulas ----
C = 1 + 2 * np.sqrt(2)
u_tbp = 0.5 + 3 * np.sqrt(2) + np.sqrt(3)
roots = np.roots([4, 2 * C, 0, -C])
good = [z.real for z in roots if abs(z.imag) < 1e-10 and 0 < z.real < 1]
assert len(good) == 1
c_half = good[0]
theta = 2 * np.arccos(c_half)
s_half = np.sin(theta / 2)
u_sp = (4 * c_half + C) / (2 * c_half * s_half)
delta_u = u_sp - u_tbp
kappa = ((1 + c_half**2) / (4 * s_half**3)
         + (1 + np.cos(theta)**2) / (2 * np.sin(theta)**3)
         - np.sqrt(2) / np.sin(theta)**3)


def berry_energy(a, b):
    return (1 / np.sin(a / 2) + 1 / np.sin(b / 2) + 0.5 / np.sin(a)
            + 0.5 / np.sin(b) + 4 / np.sqrt(2 - 2 * np.cos(a) * np.cos(b)))


# ---- tests from explicit coordinates ----
tbp = shape(np.pi / 2, 2 * np.pi / 3)
sp = shape(theta, theta)
assert abs(repulsion(tbp) - u_tbp) < 1e-12
scan = minimize_scalar(lambda t: repulsion(shape(t, t)), bounds=(0.5, 2.8),
                       method="bounded", options={"xatol": 1e-10})
assert abs(scan.fun - u_sp) < 1e-10 and abs(scan.x - theta) < 1e-6
assert abs(delta_u - 0.0090) < 0.00005
for a, b in [(1.3, 2.2), (1.9, 1.6), (2.4, 0.9)]:
    assert abs(repulsion(shape(a, b)) - berry_energy(a, b)) < 1e-12
assert np.max(np.abs(sphere_gradient(sp.ravel()))) < 1e-10

eig_sp, eig_tbp = hessian_eigenvalues(sp), hessian_eigenvalues(tbp)
assert np.sum(eig_sp < -1e-4) == 1 and np.sum(eig_sp > 1e-4) == 6
assert np.sum(eig_tbp < -1e-4) == 0 and np.sum(eig_tbp > 1e-4) == 7
assert abs(eig_sp[0] - kappa / 2) < 1e-6

fractions = np.linspace(0, 1, 401)
path = np.array([repulsion(shape(np.pi / 2 + f * (theta - np.pi / 2),
                                 2 * np.pi / 3 + f * (theta - 2 * np.pi / 3)))
                 for f in fractions])
assert np.all(np.diff(path) > 0)

axial_pairs = []
for sign in (-1, 1):
    x = shape(theta + 0.01 * sign, theta - 0.01 * sign)
    for _ in range(3000):
        x = x - 0.1 * sphere_gradient(x.ravel()).reshape(5, 3)
        x /= np.linalg.norm(x, axis=1)[:, None]
    assert abs(repulsion(x) - u_tbp) < 1e-9
    far = np.argmax(np.linalg.norm(x[PAIR_I] - x[PAIR_J], axis=1))
    axial_pairs.append((int(PAIR_I[far]), int(PAIR_J[far])))
assert axial_pairs == [(1, 2), (3, 4)]

# ---- random search for stationary points of every symmetry ----
rng = np.random.default_rng(7)
n_starts, found = 120, []
for _ in range(n_starts):
    start = rng.normal(size=(5, 3))
    start /= np.linalg.norm(start, axis=1)[:, None]
    end = leastsq(sphere_gradient, start.ravel(), xtol=1e-12, ftol=1e-14,
                  maxfev=1500)[0]
    if np.linalg.norm(sphere_gradient(end)) < 1e-7:
        pts = end.reshape(5, 3)
        found.append(repulsion(pts / np.linalg.norm(pts, axis=1)[:, None]))
found = np.sort(found)
levels = found[np.r_[True, np.diff(found) > 1e-5]]
assert abs(levels[0] - u_tbp) < 1e-6 and abs(levels[1] - u_sp) < 1e-6

# ---- worked example: rough values for tantalum pentachloride vapour ----
r_nm, temperature, mass_u = 0.23, 400.0, 35.45
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9        # eV nm
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
assert abs(coulomb / (hartree_ev * bohr_nm) - 1) < 1e-7
unit = coulomb / r_nm                                        # eV per unit of u
barrier = delta_u * unit
kt = const.k * temperature / const.e
frequency_unit = np.sqrt(unit * const.e / (mass_u * const.atomic_mass
                                           * (r_nm * 1e-9)**2))
omega = np.sqrt(-kappa / 2) * frequency_unit
quantum = const.hbar * omega / const.e
crossover = const.hbar * omega / (2 * np.pi * const.k)
wigner = 1 + (quantum / kt)**2 / 24
zero_point = 0.5 * const.hbar * frequency_unit / const.e * (
    np.sqrt(eig_sp[eig_sp > 1e-4]).sum() - np.sqrt(eig_tbp[eig_tbp > 1e-4]).sum())
charge = 0.5


def gap_with(extra):
    """SP minus TBP, in eV, with an added energy; theta of SP is reoptimised."""
    best = minimize_scalar(lambda t: repulsion(shape(t, t)) + extra(shape(t, t)),
                           bounds=(1.5, 2.2), method="bounded",
                           options={"xatol": 1e-9})
    return (best.fun - u_tbp - extra(tbp)) * unit, np.degrees(best.x)


# induced dipoles; lengths in r, charges in e, energies in e^2/(4 pi eps0 r)
alpha_nm3 = 0.003
alpha_red = alpha_nm3 / r_nm**3


def dipole_tensor(points):
    tensor = np.zeros((15, 15))
    for i in range(5):
        for j in range(5):
            if i != j:
                d = points[i] - points[j]
                s = np.linalg.norm(d)
                tensor[3*i:3*i+3, 3*j:3*j+3] = (3 * np.outer(d, d) / s**5
                                                - np.eye(3) / s**3)
    return tensor


def induction(points):
    field = 5 * points
    for i in range(5):
        for j in range(5):
            if i != j:
                d = points[i] - points[j]
                field[i] -= d / np.linalg.norm(d)**3
    matrix = np.eye(15) / alpha_red - dipole_tensor(points)
    assert np.linalg.eigvalsh(matrix)[0] > 0
    return -0.5 * field.ravel() @ np.linalg.solve(matrix, field.ravel())


# dipole tensor against dipoles built from explicit pairs of opposite charges
dip, h = rng.normal(size=(5, 3)), 1e-3
explicit = 0.0
for i, j in zip(PAIR_I, PAIR_J):
    for si in (-1, 1):
        for sj in (-1, 1):
            gap = sp[i] + si * h * dip[i] / 2 - sp[j] - sj * h * dip[j] / 2
            explicit += si * sj / np.linalg.norm(gap) / h**2
assert abs(explicit + 0.5 * dip.ravel() @ dipole_tensor(sp) @ dip.ravel()) < 1e-4
gap_pol, theta_pol = gap_with(induction)

# short-range repulsion between halides
rep_ev, rep_at, rep_range = 0.02, 0.35, 0.03


def short_range(points):
    d = r_nm * np.linalg.norm(points[PAIR_I] - points[PAIR_J], axis=1)
    return np.sum(rep_ev * np.exp(-(d - rep_at) / rep_range)) / unit


gap_rep, theta_rep = gap_with(short_range)

# unequal bond lengths: radial springs balanced at r for the mean TBP force
spring = 250.0                                               # N/m
spring_red = spring * 1e-18 / const.e * r_nm**2 / unit
mean_force = u_tbp / 5
step = 1e-5
virial = -(repulsion(tbp * (1 + step)) - repulsion(tbp * (1 - step))) / (2 * step)
assert abs(virial / 5 - mean_force) < 1e-7


def elastic(points, radii):
    stretch = radii - 1
    return (repulsion(points * radii[:, None]) + mean_force * stretch.sum()
            + 0.5 * spring_red * np.sum(stretch**2))


relax_tbp = minimize(lambda p: elastic(tbp, np.array([p[1], p[0], p[0], p[1], p[1]])),
                     [1.0, 1.0], method="BFGS", options={"gtol": 1e-7})
relax_sp = minimize(lambda p: elastic(shape(p[2], p[2]), np.array([p[0]] + [p[1]] * 4)),
                    [1.0, 1.0, theta], method="BFGS", options={"gtol": 1e-7})
assert relax_tbp.fun <= u_tbp + 1e-12 and relax_sp.fun <= u_sp + 1e-12
gap_elastic = (relax_sp.fun - relax_tbp.fun) * unit

# ---- output ----
print(f"TBP repulsion u = {u_tbp:.6f} hartree bohr")
print(f"SP root cos(theta/2) = {c_half:.6f}")
print(f"SP apex-centre-base angle theta = {np.degrees(theta):.3f} deg")
print(f"SP repulsion u = {u_sp:.6f} hartree bohr")
print(f"SP minus TBP = {delta_u:.6f} hartree bohr")
print(f"SP minus TBP relative to u_TBP = {100 * delta_u / u_tbp:.3f} %")
print(f"kappa = {kappa:.5f} hartree bohr per rad^2")
print(f"lowest SP Hessian eigenvalue = {eig_sp[0]:.5f} hartree bohr per rad^2")
print(f"SP negative, positive modes = {np.sum(eig_sp < -1e-4)}, {np.sum(eig_sp > 1e-4)}")
print(f"TBP negative, positive modes = {np.sum(eig_tbp < -1e-4)}, {np.sum(eig_tbp > 1e-4)}")
for k in (0, 100, 200, 300, 400):
    print(f"path fraction {fractions[k]:.2f}: u - u_TBP = {path[k] - u_tbp:.6f} hartree bohr")
print("axial ligand pairs after descent (pivot = 0) =", axial_pairs)
print(f"search: starts, converged = {n_starts}, {len(found)}")
print("lowest stationary u found =", ", ".join(f"{v:.5f}" for v in levels[:6]), "hartree bohr")
print(f"Coulomb constant e^2/(4 pi eps0) = {coulomb:.6f} eV nm")
print(f"example radius = {r_nm:.2f} nm = {r_nm / bohr_nm:.4f} bohr")
print(f"example ligand mass = {mass_u:.2f} u")
print(f"example temperature = {temperature:.0f} K, kT = {kt:.4f} eV")
print(f"barrier = {barrier:.4f} eV = {barrier * const.e * const.N_A / 1000:.2f} kJ/mol")
print(f"barrier / kT = {barrier / kt:.3f}")
print(f"effective charge (chosen) = {charge:.2f} e, barrier = {charge**2 * barrier:.4f} eV")
print(f"polarisability (chosen) = {alpha_nm3:.4f} nm^3, alpha/r^3 = {alpha_red:.4f}")
print(f"SP minus TBP with induced dipoles = {gap_pol:.4f} eV, theta = {theta_pol:.2f} deg")
print(f"short-range pair energy (chosen) = {rep_ev:.3f} eV at {rep_at:.2f} nm, range {rep_range:.3f} nm")
print(f"SP minus TBP with short-range term = {gap_rep:.4f} eV, theta = {theta_rep:.2f} deg")
print(f"radial spring (chosen) = {spring:.0f} N/m")
print(f"SP minus TBP with unequal bonds = {gap_elastic:.4f} eV")
print(f"TBP axial, equatorial lengths = {relax_tbp.x[0] * r_nm:.5f}, {relax_tbp.x[1] * r_nm:.5f} nm")
print(f"SP apical, basal lengths = {relax_sp.x[0] * r_nm:.5f}, {relax_sp.x[1] * r_nm:.5f} nm")
print(f"unstable-mode angular frequency = {omega:.3e} rad/s")
print(f"unstable-mode quantum = {1000 * quantum:.3f} meV")
print(f"zero-point shift of barrier, fixed centre = {1000 * zero_point:.3f} meV")
print(f"tunnelling crossover temperature = {crossover:.2f} K")
print(f"Wigner factor at example temperature = {wigner:.6f}")
print("PASS")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 112, in <module>
    assert abs(levels[0] - u_tbp) < 1e-6 and abs(levels[1] - u_sp) < 1e-6
                                             ^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The random search drove to zero a gradient taken with respect to unnormalised coordinates, which falls as 1/|x|, so it could meet its acceptance limit by inflating the coordinates without reaching a stationary shape. False levels of this kind fit the failed comparison of the second-lowest level with the square pyramid, though the first output did not print the levels to confirm it. The search now uses the force on the unit sphere, adds five residuals that hold the lengths at one, and applies the same 1e-7 limit to the normalised shape. The formulas, the failed assertion and all tolerances are unchanged; the cap on function calls per start drops from 1500 to 1000 to save time, and the assertion now reports the levels if it fails.

The change:

```diff
@@ -97,18 +97,31 @@
 assert axial_pairs == [(1, 2), (3, 4)]
 
+
 # ---- random search for stationary points of every symmetry ----
+def on_sphere(flat):
+    x = flat.reshape(5, 3)
+    return x / np.sqrt((x * x).sum(axis=1))[:, None]
+
+
+def search_residual(flat):
+    """Tangential force on the unit sphere, and the deviation of lengths from 1."""
+    x = flat.reshape(5, 3)
+    length = np.sqrt((x * x).sum(axis=1))
+    force = sphere_gradient((x / length[:, None]).ravel())
+    return np.concatenate([force, length - 1])
+
+
 rng = np.random.default_rng(7)
 n_starts, found = 120, []
 for _ in range(n_starts):
-    start = rng.normal(size=(5, 3))
-    start /= np.linalg.norm(start, axis=1)[:, None]
-    end = leastsq(sphere_gradient, start.ravel(), xtol=1e-12, ftol=1e-14,
-                  maxfev=1500)[0]
-    if np.linalg.norm(sphere_gradient(end)) < 1e-7:
-        pts = end.reshape(5, 3)
-        found.append(repulsion(pts / np.linalg.norm(pts, axis=1)[:, None]))
+    start = on_sphere(rng.normal(size=15))
+    end = leastsq(search_residual, start.ravel(), xtol=1e-12, ftol=1e-14,
+                  maxfev=1000)[0]
+    pts = on_sphere(end)
+    if np.linalg.norm(sphere_gradient(pts.ravel())) < 1e-7:
+        found.append(repulsion(pts))
 found = np.sort(found)
 levels = found[np.r_[True, np.diff(found) > 1e-5]]
-assert abs(levels[0] - u_tbp) < 1e-6 and abs(levels[1] - u_sp) < 1e-6
+assert abs(levels[0] - u_tbp) < 1e-6 and abs(levels[1] - u_sp) < 1e-6, levels
 
 # ---- worked example: rough values for tantalum pentachloride vapour ----
```

After the repair:

```
TBP repulsion u = 6.474691 hartree bohr
SP root cos(theta/2) = 0.615142
SP apex-centre-base angle theta = 104.076 deg
SP repulsion u = 6.483661 hartree bohr
SP minus TBP = 0.008969 hartree bohr
SP minus TBP relative to u_TBP = 0.139 %
kappa = -0.26621 hartree bohr per rad^2
lowest SP Hessian eigenvalue = -0.13310 hartree bohr per rad^2
SP negative, positive modes = 1, 6
TBP negative, positive modes = 0, 7
path fraction 0.00: u - u_TBP = 0.000000 hartree bohr
path fraction 0.25: u - u_TBP = 0.001705 hartree bohr
path fraction 0.50: u - u_TBP = 0.005043 hartree bohr
path fraction 0.75: u - u_TBP = 0.007891 hartree bohr
path fraction 1.00: u - u_TBP = 0.008969 hartree bohr
axial ligand pairs after descent (pivot = 0) = [(1, 2), (3, 4)]
search: starts, converged = 120, 119
lowest stationary u found = 6.47469, 6.48366, 6.88191 hartree bohr
Coulomb constant e^2/(4 pi eps0) = 1.439965 eV nm
example radius = 0.23 nm = 4.3464 bohr
example ligand mass = 35.45 u
example temperature = 400 K, kT = 0.0345 eV
barrier = 0.0562 eV = 5.42 kJ/mol
barrier / kT = 1.629
effective charge (chosen) = 0.50 e, barrier = 0.0140 eV
polarisability (chosen) = 0.0030 nm^3, alpha/r^3 = 0.2466
SP minus TBP with induced dipoles = 0.1451 eV, theta = 103.95 deg
short-range pair energy (chosen) = 0.020 eV at 0.35 nm, range 0.030 nm
SP minus TBP with short-range term = 0.0746 eV, theta = 103.50 deg
radial spring (chosen) = 250 N/m
SP minus TBP with unequal bonds = 0.0561 eV
TBP axial, equatorial lengths = 0.23027, 0.22982 nm
SP apical, basal lengths = 0.22955, 0.23015 nm
unstable-mode angular frequency = 6.548e+12 rad/s
unstable-mode quantum = 4.310 meV
zero-point shift of barrier, fixed centre = -1.009 meV
tunnelling crossover temperature = 7.96 K
Wigner factor at example temperature = 1.000651
PASS
```
